# Why a Thermal Spike Has No Single Equivalent Isothermal Time

Two first-order reactions in a silicon wafer have the same rate constant, $1\ \mathrm{s^{-1}}$, at 1050 °C. The wafer is heated from 600 °C to a sharp peak at 1050 °C and cooled again. Afterwards one reaction is 67.5% complete and the other 44.5%. They saw the same temperatures for the same times and were equally fast at the peak. They differ in their activation energies, which are 2 eV for the first and 4 eV for the second.

One might try to summarize a spike by one number, an equivalent time at the peak temperature. If one such time served both reactions, equal rate constants at the peak would have to give equal conversions. They do not, so the single number fails here. The size of the failure can be calculated.

## The counter-example

The wafer is heated at $r_u=250$ K/s and cooled at $r_d=80$ K/s, with an abrupt change from one to the other at the peak. Temperatures in the formulas are absolute: $T_s=873.15$ K at the start and end, $T_p=1323.15$ K at the peak. Time $t$ is zero at the peak. Energies are in eV, with $k=8.617\times10^{-5}$ eV/K.

Let $c$ be the unreacted fraction and $K_p$ the rate constant at the peak. The Arrhenius law with a constant prefactor gives

$$\frac{dc}{dt}=-K_p\,w(t)\,c,\qquad w(t)=\exp\left[-\frac{E}{k}\left(\frac1{T(t)}-\frac1{T_p}\right)\right].$$

The weight $w$ is the rate constant divided by its peak value. Dividing by $c$ and integrating from $c=1$ gives

$$c_{\rm final}=e^{-K_p t_{\rm eq}},\qquad t_{\rm eq}(E)=\int w(t)\,dt .$$

A hold at $T_p$ of duration $t_{\rm eq}$ has $w=1$ throughout and leaves the same fraction. This is the equivalent time, and the barrier $E$ stands inside the integral.

**A first estimate.** Let $u\ge0$ be the time measured away from the peak on one side, so that $T=T_p-ru$. Then

$$\frac1T-\frac1{T_p}=\frac{T_p-T}{T\,T_p}=\frac{ru}{T\,T_p}\approx\frac{ru}{T_p^2},$$

where the last step replaces $T$ by $T_p$ close to the peak. The weight becomes a decaying exponential in $u$, and one side contributes

$$\int_0^\infty \exp\left(-\frac{E\,r\,u}{kT_p^2}\right)du=\frac{kT_p^2}{E\,r}.$$

Adding the two sides gives

$$t_{\rm eq}\approx\frac{kT_p^2}{E}\left(\frac1{r_u}+\frac1{r_d}\right).$$

The quantity $kT_p^2/E$ is a temperature: the depth below the peak at which the rate has dropped by a factor of about $e$. It is 75.4 K for 2 eV and 37.7 K for 4 eV. The high-barrier reaction is active in a band half as wide, and a linear ramp crosses half the band in half the time. With $1/r_u+1/r_d=0.0165$ s/K,

$$t_{\rm eq}(2)\approx75.43\times0.0165=1.24\ \mathrm{s},\qquad t_{\rm eq}(4)\approx37.72\times0.0165=0.62\ \mathrm{s}.$$

At this order the ratio is two.

**The full integral.** The estimate used $T\approx T_p$, which is poor when the band is 75 K wide. To avoid it, define

$$y=\frac{T_p}{T}-1,\qquad x=\frac{E}{kT_p}.$$

Then $1/T-1/T_p=y/T_p$, and the weight is $e^{-xy}$. From $T=T_p/(1+y)$,

$$ru=T_p-T=T_p\frac{y}{1+y},\qquad du=\frac{T_p}{r}\frac{dy}{(1+y)^2}.$$

One side of the spike therefore contributes $(T_p/r)I(x)$, with

$$I(x)=\int_0^\infty\frac{e^{-xy}}{(1+y)^2}\,dy .$$

The true upper limit is $y_s=T_p/T_s-1=0.515$. There the weight for 2 eV is already $e^{-17.54\times0.515}\approx10^{-4}$, so for barriers of 2 eV and more extending the limit to infinity changes nothing at the accuracy used here. For 1 eV it would add 0.5%.

Integrating by parts twice, each time integrating the exponential, gives

$$I=\frac1x-\frac2x\int_0^\infty\frac{e^{-xy}}{(1+y)^3}dy
=\frac1x-\frac2{x^2}+\frac6{x^2}\int_0^\infty\frac{e^{-xy}}{(1+y)^4}dy .$$

The last integral is positive and smaller than $\int_0^\infty e^{-xy}dy=1/x$. Hence

$$I=\frac1x\left(1-\frac2x+\rho\right),\qquad 0<\rho<\frac6{x^2}.$$

The prefactor $T_p/(rx)$ is the earlier $kT_p^2/(Er)$, and the bracket is the correction. With $kT_p=0.1140$ eV, $x$ is 17.54 for 2 eV and 35.08 for 4 eV. Evaluating the integral in full gives

$$t_{\rm eq}(2)=1.123\ \mathrm{s},\qquad t_{\rm eq}(4)=0.590\ \mathrm{s},\qquad \frac{t_{\rm eq}(2)}{t_{\rm eq}(4)}=1.904 .$$

The ratio lies below two because the approximation $T\approx T_p$ understates how fast the rate falls: $ru/(T\,T_p)$ exceeds $ru/T_p^2$. The 2 eV reaction draws on temperatures further from the peak and so loses more. To first order in $1/x$, with $x_4=2x_2$,

$$2\,\frac{1-2/x_2}{1-1/x_2}\approx2\left(1-\frac1{x_2}\right)=1.89 .$$

The limit of two belongs to $E\gg kT_p$. Artificial barriers of 20 and 40 eV, put through direct numerical integration of the same spike, give 1.989.

**Back to the conversions.** With $K_p=1\ \mathrm{s^{-1}}$,

$$1-e^{-1.123}=0.675,\qquad 1-e^{-0.590}=0.445 .$$

These are the two opening figures. Numerical solution of the rate equations through the spike agrees with them. Suppose an engineer fits a hold at 1050 °C to the 2 eV reaction and chooses 1.123 s. The 4 eV reaction, with the same rate constant at that temperature, then also reaches 67.5%, although the spike takes it to 44.5%.

## The correct general statement

Consider a process with one constant barrier and one constant prefactor, at a uniform temperature, whose progress $\xi$ obeys

$$\frac{d\xi}{dt}=A\,e^{-E/kT(t)}f(\xi),\qquad f>0 .$$

1. A spike has the same effect on this process as a hold at $T_p$ for the time $t_{\rm eq}(E)$ defined above, whatever the function $f$.
2. If the peak has the shape $T_p-a|t|^n$ with $n>0$, keeps this shape down to a depth large compared with $kT_p^2/E$, and the time spent below that depth adds little to $t_{\rm eq}$, then to leading order for $E\gg kT_p$ the equivalent time varies as $E^{-1/n}$.
3. If the temperature varies, no single hold, at any temperature and for any time, reproduces the spike for more than two different barriers.

### Proof of the first part

Separate the variables:

$$\int_{\xi_0}^{\xi_1}\frac{d\xi}{f(\xi)}=A\int e^{-E/kT(t)}dt=A\,e^{-E/kT_p}\,t_{\rm eq}(E).$$

The left side increases with $\xi_1$ because $f>0$, so its value fixes the final state. A hold at $T_p$ of duration $\tau$ gives $A\,e^{-E/kT_p}\tau$ on the right. The final states agree when $\tau=t_{\rm eq}(E)$. The function $f$ has dropped out; the barrier has not.

A second-order reaction shows the same thing. With $dc/dt=-K_p w c^2$ and $c=1$ at the start, $1/c_{\rm final}=1+K_pt_{\rm eq}$. At $K_p=1\ \mathrm{s^{-1}}$ the conversions are $1-1/2.123=53\%$ for 2 eV and $1-1/1.590=37\%$ for 4 eV. The conversions have changed, but the equivalent times are those found before.

Diffusion with a diffusivity $D(T)$ that depends on temperature alone, with a fixed surface concentration or with no flux through the surface, follows the same pattern. An imposed constant flux or a constant surface transfer coefficient does not, because the flux it sets does not scale with $D(T)$. In terms of $\theta=\int D\,dt$, the equation $\partial C/\partial t=D\,\nabla^2C$ becomes $\partial C/\partial\theta=\nabla^2C$, so the final profile depends on the spike through $D(T_p)\,t_{\rm eq}$. Diffusion lengths go as the square root of this product. For equal diffusivities at the peak, the two barriers give lengths in the ratio $\sqrt{1.904}=1.38$.

### Proof of the second part

Near the peak, $1/T-1/T_p\approx a|t|^n/T_p^2$, so

$$t_{\rm eq}\approx\int_{-\infty}^{\infty}\exp\left(-\frac{E\,a|t|^n}{kT_p^2}\right)dt .$$

Substitute $t=s\,(kT_p^2/Ea)^{1/n}$. The exponent becomes $-|s|^n$, and

$$t_{\rm eq}\approx\left(\frac{kT_p^2}{Ea}\right)^{1/n}\int_{-\infty}^{\infty}e^{-|s|^n}ds .$$

The remaining integral is a number independent of $E$. Doubling the barrier therefore divides the time by $2^{1/n}$. A cusp has $n=1$ and gives two. Different slopes on its two sides do not matter, since each side scales separately as $1/E$. A long stay at lower temperature does matter: a 30 s soak at 800 °C before the heating ramp of the example raises the ratio for 2 and 4 eV from 1.9 to 2.7. As $n$ grows, the top flattens and the ratio tends to one. A single equivalent time at $T_p$ is thus justified for a flat top that lasts long compared with the contributions of the ramps, where the anneal is already nearly a hold. With the ramps of the example and a plateau of length $\tau$ the ratio is $(\tau+1.123\ \mathrm s)/(\tau+0.590\ \mathrm s)$, which is still 1.34 for 1 s and 1.05 for 10 s.

The smooth peak $T=T_p-bt^2/2$ has $n=2$ and gives a ratio $\sqrt2$. Here $\int e^{-s^2}ds=\sqrt\pi$ and $a=b/2$, so

$$t_{\rm eq}\approx\sqrt{\frac{2\pi kT_p^2}{E\,b}} .$$

For $b=1100\ \mathrm{K/s^2}$ and the temperatures of the example, numerical integration gives a ratio of 1.39. It lies below $\sqrt2=1.41$ because $x$ is finite.

### Proof of the third part

Write $z(t)=(1/T-1/T_p)/k$ and $L(E)=\ln t_{\rm eq}(E)=\ln\int e^{-Ez}dt$. Let $\langle\cdot\rangle$ denote the average over time with the normalized weight $e^{-Ez}/\int e^{-Ez}dt$. Differentiating twice gives

$$L'=-\langle z\rangle,\qquad L''=\langle z^2\rangle-\langle z\rangle^2=\left\langle(z-\langle z\rangle)^2\right\rangle>0 .$$

The variance would vanish if $z$ were constant, that is, if the temperature did not vary. Otherwise $L$ is strictly convex.

Now take a hold at temperature $T_h$ for time $\tau$. Its equivalent time at $T_p$ is $\tau e^{-Ez_h}$, where $z_h=(1/T_h-1/T_p)/k$. The logarithm is $\ln\tau-Ez_h$, a straight line in $E$. A straight line meets a strictly convex curve in at most two points, which proves the statement.

## What can be saved of the single hold

The proof leaves room for a hold that matches two chosen barriers. Make the straight line pass through the points for 2 and 4 eV, and write $t_2$ and $t_4$ for the two equivalent times at $T_p$. The conditions are

$$\ln\tau-2z_h=\ln t_2,\qquad \ln\tau-4z_h=\ln t_4,$$

with $z_h$ in $\mathrm{eV^{-1}}$. Subtracting gives $z_h=\tfrac12\ln(t_2/t_4)$. Inserting this into the first condition gives $\tau=t_2e^{2z_h}=t_2^2/t_4$. In numbers, $z_h=\tfrac12\ln1.904=0.322\ \mathrm{eV^{-1}}$ and

$$\frac1{T_h}=\frac1{1323.15\ \mathrm K}+8.617\times10^{-5}\times0.322\ \mathrm{K^{-1}},$$

$$T_h=1276\ \mathrm K\ (1003\ ^\circ\mathrm C),\qquad \tau=1.123\times1.904=2.14\ \mathrm s .$$

A hold 47 K below the peak thus reproduces the spike for both barriers, provided it starts and ends suddenly. Reaching and leaving 1003 °C at 250 and 80 K/s would add 1.05 s for 2 eV and 0.55 s for 4 eV, that is 49% and 26% of the hold. Lowering the reference temperature lengthens the time required by the 4 eV process more than that required by the 2 eV process, and at 1003 °C the two coincide. The factor of two is therefore a statement about times referred to the peak temperature, not a property of the spike alone.

Other barriers do not fit this hold. At 1003 °C they need these times:

| Barrier | Time needed | Relative to 2.14 s |
|---|---:|---:|
| 1 eV | 2.83 s | +32% |
| 3 eV | 2.03 s | −5% |
| 5 eV | 2.38 s | +12% |

The signs follow from convexity. Between the two matched barriers the curve lies below the line, so the hold is too long; outside them it is too short. If an error of 5% at 3 eV is acceptable, this two-parameter hold is a useful summary for that barrier as well as for the matched pair. A time quoted at the peak temperature has one adjustable parameter and cannot match both members of the pair.

## How sharp is a real peak?

The abrupt turn is an idealization. Let the rate instead pass linearly from $+250$ to $-80$ K/s in an assumed time of 0.3 s, with the peak temperature and the ramp rates held fixed. The curvature is $b=330/0.3=1100\ \mathrm{K/s^2}$. A ramp of slope $r$ joins the parabola where $b|t|=r$, at a depth $bt^2/2=r^2/2b$ below the peak. This is 28 K on the heating side and 3 K on the cooling side.

Beyond the parabola each ramp is the cusp ramp displaced away from the peak by a time $r/2b$, and the parabola lies below the displaced ramp. Rounding therefore adds at most $(r_u+r_d)/2b$, half the turning time, or 0.15 s. Dividing by the first estimate of $t_{\rm eq}$ gives, as an estimate of the relative change, $(r_ur_d/2b)/(kT_p^2/E)$. A peak counts as sharp when $r_ur_d/2b$, the geometric mean of the two depths, is small compared with $kT_p^2/E$. Here it is 9 K, which is 12% of 75 K and 24% of 38 K. The equivalent times rise to 1.27 s and 0.73 s, and their ratio falls to 1.74, between the values for the cusp and the parabola. The top is parabolic, but on the cooling side the parabola reaches only 3 K down, far less than $kT_p^2/E$, so the ratio $\sqrt2$ does not apply; for barriers of 20 and 40 eV the ratio is still 1.51. A slower turn lowers the ratio further. If the heating power decays exponentially against a constant loss of 80 K/s, the ratio for 2 and 4 eV is 1.55 for a time constant of 0.3 s and 1.49 for 0.5 s. The turn of a given tool has to be read from its temperature record.

Multiplying both ramp rates by the same factor, with a true cusp, divides both equivalent times by that factor and leaves their ratio unchanged. With a fixed turning time $\tau_t$ this is no longer so. Since $b=(r_u+r_d)/\tau_t$, the depth $r^2/2b$ grows in proportion to the ramp rates, and the peak becomes less sharp in the sense that matters.

The shape of the cooling curve acts in the other direction. If the wafer loses heat by radiation to cold surroundings, with constant emissivity and heat capacity, the cooling rate is $r_d(T/T_p)^4=r_d(1+y)^{-4}$. The time element is the temperature step divided by this rate:

$$du=\frac{T_p\,dy/(1+y)^2}{r_d(1+y)^{-4}}=\frac{T_p}{r_d}(1+y)^2dy .$$

The cooling side then contributes

$$\frac{T_p}{r_d}\int_0^\infty(1+2y+y^2)e^{-xy}dy=\frac{T_p}{r_dx}\left(1+\frac2x+\frac2{x^2}\right).$$

The correction is now positive, because the wafer lingers at the lower temperatures long enough to outweigh the factor $(1+y)^{-2}$. For a cooling rate proportional to $T^m$ the first correction is $(m-2)/x$, positive for $m>2$. It is larger for the lower barrier. With heating still linear and the cooling rate at the peak still 80 K/s, the times are 1.33 s and 0.64 s, and the ratio is 2.07.

## The model beside an implanted wafer

The peak temperature and ramp rates are rough values typical of lamp-heated spike anneals of implanted silicon. The barriers are round numbers; common dopants in silicon diffuse with barriers of very roughly 3.5 eV. A 10 s soak at 600 °C before the spike adds about 0.001 s at the peak for 2 eV and far less for 4 eV. For 1 eV it adds 0.11 s, which moves the first row of the table from +32% to +39%. An error of 3 K in the peak temperature changes the rates there by 4% and 8%. Above the intrinsic carrier density, about $10^{19}\ \mathrm{cm^{-3}}$ at 1050 °C, the diffusivity depends on the local doping relative to that density, so the heavily doped part of a profile and its tail have different equivalent times. A further assumption that fails seriously is that of a constant prefactor. Implantation leaves excess silicon interstitials, which speed up the diffusion of dopants such as boron until the excess has decayed.

To size this effect, multiply the rate of the 4 eV process by $1+S$. Let $S$ start at 50 and decay with a 3 eV barrier and a lifetime of 0.05 s at the peak temperature. These are assumed values, not data for a particular implant. In this model only 2.4% of the initial enhancement is left when the spike reaches its peak. The enhancement adds 1.48 s to the equivalent time of the 4 eV process, 2.5 times the plain 0.59 s.

The time $t_{\rm eq}(4)$ then no longer gives the equivalent hold, even for this one process; the hold at 1050 °C that matches the spike lasts only about 0.08 s and depends on $S$ and its decay. A sudden hold at 1050 °C for 0.59 s lasts about twelve lifetimes, so the enhancement acts almost in full and adds $50\times0.05=2.5$ s. The hold does the work of $0.59+2.50=3.09$ s of unenhanced diffusion, and the spike that of $0.59+1.48=2.07$ s. The hold overshoots the spike by about 49%. In this model, where $S$ changes through its decay alone, the sign of this error comes from the order of the two assumed barriers. Here the decay has the lower barrier, so much of the enhancement is spent on the ramp before diffusion is fast. With equal barriers the hold and the spike agree exactly. With the order reversed, diffusion at 3.5 eV and decay at 4.5 eV, the spike does the work of 4.28 s and the hold of $t_{\rm eq}=0.67$ s only that of 3.17 s, 26% short. The size of the error depends on the gap between the barriers and on the lifetime. With diffusion at 3.5 eV the hold is 4% short for decay at 3.6 eV and 10% short for decay at 3.8 eV; for decay at 4.5 eV with a lifetime of 0.5 s it is 8% short. A real interstitial supersaturation is also larger at lower temperature. If $S$ carries a factor $e^{\Delta E/kT}$, the enhanced term has the barrier of diffusion less $\Delta E$, and it is this barrier that has to be set against that of the decay. With $\Delta E=1.2$ eV and the prefactor fixed at 50 at the peak temperature, the case of 4 and 3 eV changes sign, the spike doing the work of 3.41 s against 3.09 s for the hold, and the case of 3.5 and 3.6 eV goes from 4% to 45% short. Which barriers apply to a given implant has to be taken from measurements on it. Two coupled processes with different barriers have to be integrated through the actual temperature history. The main values of the example are collected in the numerical output below.

## Calculated quantities

```
Boltzmann constant: 8.617333e-05 eV/K
start, peak temperature: 873.15, 1323.15 K
heating, cooling rate: 250, 80 K/s
k*Tp: 0.11402 eV
1/r_up + 1/r_down: 0.01650 s/K
E = 2 eV: x = E/(k Tp): 17.541
  effective band k Tp^2/E: 75.43 K
  leading-order time: 1.2446 s
  closed-form time: 1.1227 s
  quadrature time: 1.1226 s
  first-order conversion in spike: 67.46 %
E = 4 eV: x = E/(k Tp): 35.081
  effective band k Tp^2/E: 37.72 K
  leading-order time: 0.6223 s
  closed-form time: 0.5896 s
  quadrature time: 0.5896 s
  first-order conversion in spike: 44.54 %
ratio of times, 2 eV to 4 eV: 1.9041
same ratio for 20 and 40 eV (limit check): 1.9888
rate of both reactions at peak: 1.0 1/s
4 eV conversion, hold set by 2 eV: 67.46 %
common hold temperature: 1276.29 K = 1003.14 C
common hold below peak by: 46.86 K
common hold time: 2.1375 s
  time needed there for 1 eV: 2.8255 s, relative to hold: +32.2 %
  time needed there for 3 eV: 2.0309 s, relative to hold: -5.0 %
  time needed there for 5 eV: 2.3842 s, relative to hold: +11.5 %
radiative cooling, times 2, 4 eV: 1.3284, 0.6420 s
radiative cooling, ratio: 2.0691
rounding time: 0.3 s, curvature: 1100 K/s^2
cap depth, heating and cooling side: 28.4, 2.9 K
rounded peak, times 2, 4 eV: 1.2657, 0.7267 s
rounded peak, ratio: 1.7418
parabolic peak, ratio: 1.3875
soak at start temperature: 10 s
  soak adds for 1 eV: 1.09e-01 s at peak
  soak adds for 2 eV: 1.19e-03 s at peak
  soak adds for 4 eV: 1.41e-07 s at peak
peak error 3 K changes rate, 2, 4 eV: 4.0, 8.3 %
enhancement at start: 50, decay barrier: 3 eV, lifetime at peak: 0.05 s
enhancement left at peak: 2.36 % of start
extra 4 eV time from enhancement, spike: 1.479 s
extra 4 eV time, long hold at peak: 2.500 s
extra over plain 4 eV time, spike: 2.51
```
